# Free-Particle Foldy-Wouthuysen Transformation of the Dirac Operator with a Potential: verification in Python

```python
"""
Result under test: with U = A(1 + beta R), the Dirac operator
h = c alpha.p + beta c^2 + V becomes
    U h U^+ = beta E_p + A (V + R V R) A + beta A [R, V] A,
E_p = sqrt(c^2 p^2 + c^4), A = sqrt((E_p + c^2)/(2 E_p)),
R = c alpha.p/(E_p + c^2).  V is a scalar potential; Hartree atomic units.
DKH1 means the upper block without the odd (last) term.
Part 1 tests the operator identity in a 3D plane-wave basis, with U obtained
from the numerical sign of the free Hamiltonian.
Part 2 treats a Gaussian well V(r) = -V0 exp(-r^2/(2 a^2)) in momentum space.
kappa is the usual relativistic angular quantum number.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh, polar
from scipy.optimize import brentq
from scipy.special import spherical_jn

c0 = 1.0 / constants.fine_structure
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]

# ---------- Part 1: operator identity in a plane-wave basis ----------
spacing = 80.0
momenta = spacing * np.array(list(itertools.product((-1, 0, 1), repeat=3)), float)
n_pw = len(momenta)
q = momenta[:, None, :] - momenta[None, :, :]
q2 = np.sum(q**2, axis=2)
box_volume = (2 * np.pi / spacing)**3
V_pw = np.zeros((n_pw, n_pw), complex)
# Two unequal off-centre Gaussian wells: no inversion symmetry.
for depth, width, centre in ((4000.0, 0.010, (0.01, 0.02, -0.005)),
                             (2500.0, 0.014, (-0.02, 0.004, 0.015))):
    V_pw -= (depth * (2 * np.pi * width**2)**1.5 / box_volume
             * np.exp(-width**2 * q2 / 2) * np.exp(-1j * (q @ np.array(centre))))

pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
one_pw = np.eye(n_pw)
beta = np.kron(np.diag([1.0, 1.0, -1.0, -1.0]), one_pw)
alpha_p = sum(np.kron(np.kron(pauli[0], pauli[k]), np.diag(momenta[:, k]))
              for k in range(3))
h_free = c0 * alpha_p + c0**2 * beta
V4 = np.kron(np.eye(4), V_pw)

values, vectors = eigh(h_free)
sign_free = (vectors * np.sign(values)) @ vectors.conj().T
U, _ = polar(np.eye(4 * n_pw) + beta @ sign_free)

E_pw = np.sqrt(c0**2 * np.sum(momenta**2, axis=1) + c0**4)
A_pw = np.sqrt((E_pw + c0**2) / (2 * E_pw))
A4 = np.kron(np.eye(4), np.diag(A_pw))
R4 = np.kron(np.eye(4), np.diag(c0 / (E_pw + c0**2))) @ alpha_p
betaE = beta @ np.kron(np.eye(4), np.diag(E_pw))


def largest(matrix):
    return np.max(np.abs(matrix))


error_U = largest(U - A4 @ (np.eye(4 * n_pw) + beta @ R4))
error_free = largest(U @ h_free @ U.conj().T - betaE)
transformed = U @ (h_free + V4) @ U.conj().T
even_part = (transformed + beta @ transformed @ beta) / 2
odd_part = (transformed - beta @ transformed @ beta) / 2
even_formula = A4 @ (V4 + R4 @ V4 @ R4) @ A4
odd_formula = beta @ A4 @ (R4 @ V4 - V4 @ R4) @ A4
error_even = largest(even_part - betaE - even_formula)
error_odd = largest(odd_part - odd_formula)
assert error_U < 1e-10
assert error_free < 1e-7
assert error_even < 1e-7 and largest(even_formula) > 1
assert error_odd < 1e-7 and largest(odd_formula) > 1

# Separation of the upper block into spin-free and spin-orbit kernels.
r_pw = c0 / (E_pw + c0**2)
AVA_pw = A_pw[:, None] * V_pw * A_pw[None, :]
rr = np.outer(r_pw, r_pw)
spin_free = AVA_pw * (1 + rr * (momenta @ momenta.T))
cross = np.cross(momenta[:, None, :], momenta[None, :, :])
spin_orbit = sum(np.kron(pauli[k], 1j * AVA_pw * rr * cross[:, :, k])
                 for k in range(3))
upper = even_part[:2 * n_pw, :2 * n_pw] - np.kron(np.eye(2), np.diag(E_pw))
error_spin = largest(upper - np.kron(np.eye(2), spin_free) - spin_orbit)
assert error_spin < 1e-7 and largest(spin_orbit) > 0.1

# ---------- Part 2: central Gaussian well ----------
V0, a = 4000.0, 0.05
p_max, n_p, r_max, n_r = 600.0, 160, 0.5, 400
x, w = np.polynomial.legendre.leggauss(n_p)
p, wp = p_max * (x + 1) / 2, p_max * w / 2
x, w = np.polynomial.legendre.leggauss(n_r)
r, wr = r_max * (x + 1) / 2, r_max * w / 2


def well(radius):
    return -V0 * np.exp(-radius**2 / (2 * a**2))


V_r = well(r)
bessel = {l: np.sqrt(2 / np.pi) * (p * np.sqrt(wp))[:, None]
          * spherical_jn(l, np.outer(p, r)) * (r * np.sqrt(wr))[None, :]
          for l in (0, 1, 2)}
V_l = {l: (bessel[l] * V_r) @ bessel[l].T for l in bessel}


def orbital_momenta(kappa):
    return (-kappa - 1, -kappa) if kappa < 0 else (kappa, kappa - 1)


def factors(c):
    E = np.sqrt(c**2 * p**2 + c**4)
    return E, np.sqrt((E + c**2) / (2 * E)), c * p / (E + c**2)


def lowest(matrix):
    e, v = eigh(matrix)
    return e[0], v[:, 0]


def nonrelativistic(kappa):
    return lowest(np.diag(p**2 / 2) + V_l[orbital_momenta(kappa)[0]])


def dkh1_parts(c, kappa):
    l, lbar = orbital_momenta(kappa)
    E, A, R = factors(c)
    kinetic = np.diag(c**2 * p**2 / (E + c**2))
    AVA = A[:, None] * V_l[l] * A
    ARVRA = (A * R)[:, None] * V_l[lbar] * (A * R)
    return kinetic, AVA, ARVRA


def dkh1(c, kappa):
    return lowest(sum(dkh1_parts(c, kappa)))


def dirac(c, kappa):
    # Rest energy subtracted; the first n_p levels have negative energy.
    l, lbar = orbital_momenta(kappa)
    cp = np.diag(c * p)
    h = np.block([[V_l[l], cp], [cp, V_l[lbar] - 2 * c**2 * np.eye(n_p)]])
    return eigh(h, eigvals_only=True)[n_p]


e_nr, f_nr = nonrelativistic(-1)
e_dkh, f_dkh = dkh1(c0, -1)
e_dirac = dirac(c0, -1)


# Position-space check of the Dirac s1/2 energy by matching radial solutions.
def mismatch(energy):
    def slope(radius, y):
        G, F = y
        v = well(radius)
        return [G / radius + (energy + 2 * c0**2 - v) / c0 * F,
                -F / radius - (energy - v) / c0 * G]
    start, end, match = 1e-5, 0.45, 0.06
    decay = np.sqrt(-energy * (energy + 2 * c0**2)) / c0
    inner = [1.0, -(energy - well(start)) * start / (3 * c0)]
    outer = [1.0, -(decay + 1 / end) * c0 / (energy + 2 * c0**2)]
    options = dict(method="DOP853", rtol=1e-11, atol=1e-14)
    yo = solve_ivp(slope, (start, match), inner, **options).y[:, -1]
    yi = solve_ivp(slope, (end, match), outer, **options).y[:, -1]
    return yo[1] / yo[0] - yi[1] / yi[0]


e_position = brentq(mismatch, e_dirac - 5, e_dirac + 5, xtol=1e-9)
assert abs(e_position - e_dirac) < 1e-4

# Parts of the DKH1 energy and the effect of incomplete even terms.
kinetic, AVA, ARVRA = dkh1_parts(c0, -1)
part_energies = [f_dkh @ m @ f_dkh for m in (kinetic, AVA, ARVRA)]
e_bare = lowest(kinetic + V_l[0])[0]
e_ava = lowest(kinetic + AVA)[0]
error_dkh = e_dkh - e_dirac
assert abs(error_dkh) < 0.1 * min(abs(e_bare - e_dirac), abs(e_ava - e_dirac))

# Shift from the odd term: lower component eliminated, first-order expectation.
E, A, R = factors(c0)
odd_block = A[:, None] * (R[:, None] * V_l[1] - V_l[0] * R) * A
lower_block = (-np.diag(E + c0**2)
               + A[:, None] * (V_l[1] + R[:, None] * V_l[0] * R) * A)
coupled = odd_block.T @ f_dkh
odd_shift = coupled @ np.linalg.solve(e_dkh * np.eye(n_p) - lower_block, coupled)
assert odd_shift > 0 and e_dirac > e_dkh
assert abs(e_dkh + odd_shift - e_dirac) < 0.02 * odd_shift

# Leading form of that shift and its power of c.
u2 = (bessel[0].T @ f_nr)**2
force2 = u2 @ (r * V_r / a**2)**2
leading_shift = force2 / (8 * c0**4)
scales = (1, 2, 4, 8)
gaps = [dirac(s * c0, -1) - dkh1(s * c0, -1)[0] for s in scales]
power = np.log(gaps[3] / gaps[2]) / np.log(2)
ratio = gaps[3] * 8 * (8 * c0)**4 / force2
assert abs(power + 4) < 0.05
assert abs(ratio - 1) < 0.02

# The c^-2 part of DKH1 against mass-velocity, Darwin and spin-orbit terms.
pauli_terms, pauli_ratios = {}, {}
for kappa in (-1, 1, -2):
    e0, f0 = nonrelativistic(kappa)
    density = (bessel[orbital_momenta(kappa)[0]].T @ f0)**2
    laplacian = V_r * (r**2 / a**4 - 3 / a**2)
    LS = -(kappa + 1) / 2
    terms = np.array([-(f0**2 @ p**4) / 8, density @ laplacian / 8,
                      LS * (density @ (-V_r / a**2)) / 2])
    c_big = 32 * c0
    numeric = c_big**2 * (dkh1(c_big, kappa)[0] - e0)
    pauli_terms[kappa] = terms / c0**2
    pauli_ratios[kappa] = numeric / terms.sum()
    assert abs(pauli_ratios[kappa] - 1) < 2e-3

e_p_nr = nonrelativistic(1)[0]
p_dkh = {k: dkh1(c0, k)[0] for k in (1, -2)}
p_dirac = {k: dirac(c0, k) for k in (1, -2)}
split_dkh = p_dkh[-2] - p_dkh[1]
split_dirac = p_dirac[-2] - p_dirac[1]
assert split_dirac > 0 and abs(split_dkh / split_dirac - 1) < 0.05

# Kinematic factors at the root-mean-square momentum of the DKH1 s state.
p_rms = np.sqrt(f_dkh**2 @ p**2)
E_rms = np.sqrt(c0**2 * p_rms**2 + c0**4)
A_rms = np.sqrt((E_rms + c0**2) / (2 * E_rms))
R_rms = c0 * p_rms / (E_rms + c0**2)

print(f"speed of light c = {c0:.6f} a.u.; c^2 = {c0**2:.4f} hartree")
print("PLANE-WAVE TEST (largest matrix elements)")
print(f"plane waves: {n_pw}; matrix dimension: {4*n_pw}; spacing {spacing:.1f} 1/bohr")
print(f"U minus A(1+beta R): {error_U:.1e} (no unit)")
print(f"free part minus beta E_p: {error_free:.1e} hartree")
print(f"even term size {largest(even_formula):.4f}, deviation {error_even:.1e} hartree")
print(f"odd term size {largest(odd_formula):.4f}, deviation {error_odd:.1e} hartree")
print(f"spin-orbit size {largest(spin_orbit):.4f}, split deviation {error_spin:.1e} hartree")
print("GAUSSIAN WELL")
print(f"depth V0 = {V0:.1f} hartree; width a = {a:.3f} bohr")
print(f"momentum grid: {n_p} points up to {p_max:.0f} 1/bohr")
print(f"radial grid: {n_r} points up to {r_max:.2f} bohr")
print(f"rms momentum, DKH1 s1/2: {p_rms:.4f} 1/bohr; p/c = {p_rms/c0:.5f}")
print(f"at rms momentum: E_p - c^2 = {E_rms-c0**2:.4f} hartree")
print(f"at rms momentum: A = {A_rms:.6f}, R_p = {R_rms:.6f} (no unit)")
print(f"s1/2 nonrelativistic energy: {e_nr:.5f} hartree")
print(f"s1/2 DKH1 energy: {e_dkh:.5f} hartree = {e_dkh*hartree_ev:.2f} eV")
print(f"s1/2 Dirac energy: {e_dirac:.5f} hartree = {e_dirac*hartree_ev:.2f} eV")
print(f"s1/2 Dirac energy, position space: {e_position:.5f} hartree")
print(f"Dirac minus nonrelativistic: {e_dirac-e_nr:.5f} hartree")
print(f"DKH1 part <E_p - c^2>: {part_energies[0]:.5f} hartree")
print(f"DKH1 part <A V A>: {part_energies[1]:.5f} hartree")
print(f"DKH1 part <A R V R A>: {part_energies[2]:.5f} hartree")
print(f"error with even term replaced by V: {e_bare-e_dirac:.5f} hartree")
print(f"error with even term replaced by AVA: {e_ava-e_dirac:.5f} hartree")
print(f"error with full even term (DKH1): {error_dkh:.5f} hartree")
print(f"shift from odd term: {odd_shift:.5f} hartree")
print(f"DKH1 + odd shift - Dirac: {e_dkh+odd_shift-e_dirac:.2e} hartree")
print(f"leading shift <(grad V)^2>/(8c^4): {leading_shift:.5f} hartree")
for s, gap in zip(scales, gaps):
    print(f"c multiplied by {s}: Dirac - DKH1 = {gap:.4e} hartree")
print(f"power of c from last two gaps: {power:.4f}")
print(f"gap / leading formula at 8c: {ratio:.5f}")
for kappa, name in ((-1, "s1/2"), (1, "p1/2"), (-2, "p3/2")):
    mv, dw, so = pauli_terms[kappa]
    print(f"{name} mass-velocity {mv:.4f}, Darwin {dw:.4f}, spin-orbit {so:.4f} hartree")
    print(f"{name} c^-2 shift at 32c, DKH1 / formula: {pauli_ratios[kappa]:.6f}")
print(f"p nonrelativistic energy: {e_p_nr:.5f} hartree")
print(f"p1/2 DKH1 {p_dkh[1]:.5f}, Dirac {p_dirac[1]:.5f} hartree")
print(f"p3/2 DKH1 {p_dkh[-2]:.5f}, Dirac {p_dirac[-2]:.5f} hartree")
print(f"p splitting DKH1 {split_dkh:.5f}, Dirac {split_dirac:.5f} hartree")
print("PASS")
```

Output:

```
speed of light c = 137.035999 a.u.; c^2 = 18778.8651 hartree
PLANE-WAVE TEST (largest matrix elements)
plane waves: 27; matrix dimension: 108; spacing 80.0 1/bohr
U minus A(1+beta R): 2.3e-15 (no unit)
free part minus beta E_p: 5.5e-11 hartree
even term size 353.0449, deviation 4.0e-11 hartree
odd term size 44.8920, deviation 5.5e-11 hartree
spin-orbit size 11.2721, split deviation 4.0e-11 hartree
GAUSSIAN WELL
depth V0 = 4000.0 hartree; width a = 0.050 bohr
momentum grid: 160 points up to 600 1/bohr
radial grid: 400 points up to 0.50 bohr
rms momentum, DKH1 s1/2: 39.4405 1/bohr; p/c = 0.28781
at rms momentum: E_p - c^2 = 762.3055 hartree
at rms momentum: A = 0.990199, R_p = 0.141043 (no unit)
s1/2 nonrelativistic energy: -2297.04502 hartree
s1/2 DKH1 energy: -2303.59010 hartree = -62683.88 eV
s1/2 Dirac energy: -2303.12363 hartree = -62671.19 eV
s1/2 Dirac energy, position space: -2303.12363 hartree
Dirac minus nonrelativistic: -6.07861 hartree
DKH1 part <E_p - c^2>: 751.74977 hartree
DKH1 part <A V A>: -3006.48792 hartree
DKH1 part <A R V R A>: -48.85195 hartree
error with even term replaced by V: -19.07866 hartree
error with even term replaced by AVA: 46.66767 hartree
error with full even term (DKH1): -0.46646 hartree
shift from odd term: 0.46649 hartree
DKH1 + odd shift - Dirac: 2.34e-05 hartree
leading shift <(grad V)^2>/(8c^4): 0.57613 hartree
c multiplied by 1: Dirac - DKH1 = 4.6646e-01 hartree
c multiplied by 2: Dirac - DKH1 = 3.3960e-02 hartree
c multiplied by 4: Dirac - DKH1 = 2.2168e-03 hartree
c multiplied by 8: Dirac - DKH1 = 1.4012e-04 hartree
power of c from last two gaps: -3.9837
gap / leading formula at 8c: 0.99620
s1/2 mass-velocity -26.4879, Darwin 20.3461, spin-orbit 0.0000 hartree
s1/2 c^-2 shift at 32c, DKH1 / formula: 1.000082
p1/2 mass-velocity -47.5677, Darwin 13.3502, spin-orbit -25.5266 hartree
p1/2 c^-2 shift at 32c, DKH1 / formula: 0.999956
p3/2 mass-velocity -47.5677, Darwin 13.3502, spin-orbit 12.7633 hartree
p3/2 c^-2 shift at 32c, DKH1 / formula: 1.000019
p nonrelativistic energy: -1308.61484 hartree
p1/2 DKH1 -1365.78614, Dirac -1365.21890 hartree
p3/2 DKH1 -1330.31585, Dirac -1329.80082 hartree
p splitting DKH1 35.47028, Dirac 35.41807 hartree
PASS
```
